# Nominal and self-consistent double counting in a p-d cluster: a numerical check

```python
"""Double counting in a p-d cluster: one d and one p orbital, spin 1/2.

H = (level_d - V) N_d + level_p N_p + hop * sum(d+ p + h.c.) + U n_d,up n_d,down
V   : double-counting potential, FLL form V = U (N - 1/2)
N   : d occupancy put into V (nominal: 1; self-consistent: ground-state <N_d>)
ct  : charge-transfer energy E(d2 p1) - E(d1 p2) at zero hopping
gap : E(4) + E(2) - 2 E(3) in electron number, with V held fixed

Result under test: V acts only through ct = level_d - level_p + U - V, so that
self-consistent FLL lowers ct by U (N - 1) against the nominal choice, raises
the d occupancy and, for the parameters used, narrows the gap.
Closed formulas are compared with diagonalization in the 16-state Fock space.
"""
from functools import reduce
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
U, HOP, LEVEL_D, LEVEL_P = 8.0, 1.2, 1.0, 0.0      # eV, model parameters

# Fock space: d up, d down, p up, p down (Jordan-Wigner matrices)
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
unit = np.eye(2)
ann = [reduce(np.kron, [parity] * k + [lower] + [unit] * (3 - k))
       for k in range(4)]
num = [a.T @ a for a in ann]
ND, NP = num[0] + num[1], num[2] + num[3]
DOUBLE = num[0] @ num[1]
HYB = sum(ann[s].T @ ann[s + 2] + ann[s + 2].T @ ann[s] for s in (0, 1))
TOTAL = np.rint(np.diag(ND + NP)).astype(int)


def hamiltonian(v, level_d=LEVEL_D, level_p=LEVEL_P, hop=HOP, u=U):
    return (level_d - v) * ND + level_p * NP + hop * HYB + u * DOUBLE


def ground(electrons, v, **kw):
    """Ground energy and d occupancy for a given electron number."""
    idx = np.flatnonzero(TOTAL == electrons)
    energy, vec = np.linalg.eigh(hamiltonian(v, **kw)[np.ix_(idx, idx)])
    return energy[0], float(np.diag(ND)[idx] @ vec[:, 0] ** 2)


def gap_ed(v, **kw):
    return (ground(4, v, **kw)[0] + ground(2, v, **kw)[0]
            - 2 * ground(3, v, **kw)[0])


def gap_slope_ed(v):
    """Derivative of the gap with respect to V from d occupancies."""
    return -(ground(4, v)[1] + ground(2, v)[1] - 2 * ground(3, v)[1])


def v_fll(n):
    return U * (n - 0.5)


def loop(start, level_d=LEVEL_D, steps=200):
    """Self-consistent FLL by repeated diagonalization."""
    history = [start]
    for _ in range(steps):
        history.append(ground(3, v_fll(history[-1]), level_d=level_d)[1])
    return history


# Closed formulas
def splitting(ct, hop=HOP):
    return np.sqrt(ct**2 + 4 * hop**2)


def excess(ct, hop=HOP):
    return 0.5 * (1 - ct / splitting(ct, hop))


def response(ct, hop=HOP):
    return 2 * hop**2 / splitting(ct, hop)**3


def pair_energy(ct):
    def equation(e):
        return e - 2 * HOP**2 / (e - ct) - 2 * HOP**2 / (e - U + ct)
    return brentq(equation, -2 * HOP, 0.0, xtol=1e-13)


def gap_formula(ct):
    return splitting(ct) + pair_energy(ct)


def count_solutions(ct_nominal, u, hop=HOP):
    x = np.linspace(0, 1, 20000)
    sign = np.sign(excess(ct_nominal - u * x, hop) - x)
    return int(np.sum(sign[1:] != sign[:-1]))


# The interaction is U N(N-1)/2 as an operator; V is the slope of its FLL form
assert np.allclose(U * DOUBLE, U * ND @ (ND - np.eye(16)) / 2)
for n in (1.0, 1.3):
    h = 1e-3
    slope = U * ((n + h) * (n + h - 1) - (n - h) * (n - h - 1)) / (4 * h)
    assert abs(slope - v_fll(n)) < 1e-9

# V equals an upward shift of the p level, up to a constant, at fixed number
idx3 = np.flatnonzero(TOTAL == 3)
block = np.ix_(idx3, idx3)
spec_v = np.linalg.eigvalsh(hamiltonian(4.7)[block])
spec_p = np.linalg.eigvalsh(hamiltonian(0.0, level_p=LEVEL_P + 4.7)[block])
assert np.allclose(spec_v, spec_p - 3 * 4.7, atol=1e-11)


def ct_from_states(v):
    """Charge-transfer energy from the ionic diagonal elements."""
    diag, nd = np.diag(hamiltonian(v, hop=0.0)), np.diag(ND)
    d2p1 = diag[(TOTAL == 3) & (nd == 2)]
    d1p2 = diag[(TOTAL == 3) & (nd == 1)]
    return d2p1[0] - d1p2[0]


ct_nom = LEVEL_D - LEVEL_P + U / 2
for n in (1.0, 1.06, 1.4):
    assert abs(ct_from_states(v_fll(n)) - (ct_nom - U * (n - 1))) < 1e-11

# Occupancy, response and gap against diagonalization
for ct in (0.7, 2.5, 4.0, 5.0, 7.0):
    v = LEVEL_D - LEVEL_P + U - ct
    assert abs(ground(3, v)[1] - 1 - excess(ct)) < 1e-11
    assert abs(gap_ed(v) - gap_formula(ct)) < 1e-10
    h = 1e-4
    chi_fd = (ground(3, v + h)[1] - ground(3, v - h)[1]) / (2 * h)
    assert abs(chi_fd - response(ct)) < 1e-7
    slope_fd = (gap_ed(v + h) - gap_ed(v - h)) / (2 * h)
    assert abs(slope_fd - gap_slope_ed(v)) < 1e-7

# Small-hopping gap: the remainder must scale as the fourth power of hopping
rest = [gap_ed(v_fll(1.0), hop=t) - (ct_nom - 2 * t**2 / (U - ct_nom))
        for t in (0.1, 0.05)]
assert 15 < rest[0] / rest[1] < 17

# Nominal and self-consistent choices
v_nom = v_fll(1.0)
n_nom = ground(3, v_nom)[1]
history = loop(1.0)
n_sc = history[-1]
v_sc = v_fll(n_sc)
ct_sc = ct_from_states(v_sc)
root = brentq(lambda x: excess(ct_nom - U * x) - x, 0, 1, xtol=1e-14)
assert count_solutions(ct_nom, U) == 1
assert abs(n_sc - 1 - root) < 1e-10
assert abs(loop(2.0)[-1] - n_sc) < 1e-10
assert all(b > a for a, b in zip(history[:6], history[1:7]))
ratio = (history[6] - n_sc) / (history[5] - n_sc)
assert abs(ratio - U * response(ct_sc)) < 1e-4
gap_nom, gap_sc = gap_ed(v_nom), gap_ed(v_sc)
assert n_sc > n_nom and ct_sc < ct_nom and gap_sc < gap_nom
assert all(gap_slope_ed(v) < 0 for v in np.linspace(v_nom, v_sc, 20))
integral = quad(gap_slope_ed, v_nom, v_sc)[0]
assert abs(integral - (gap_sc - gap_nom)) < 1e-9
feedback = U * response(ct_nom)
linear = (n_nom - 1) / (1 - feedback)
assert abs(linear - root) < 0.2 * abs(n_nom - 1 - root)

# Window of several solutions, and uniqueness for U < 4 hop
r_fold = (2 * HOP**2 * U)**(1 / 3)
ct_fold = np.sqrt(r_fold**2 - 4 * HOP**2)
edges = [c + U * excess(c) for c in (ct_fold, -ct_fold)]
for edge, inward in zip(edges, (1, -1)):
    assert count_solutions(edge + 0.02 * inward, U) == 3
    assert count_solutions(edge - 0.02 * inward, U) == 1
assert all(count_solutions(c, 3.9 * HOP) == 1 for c in np.linspace(-3, 8, 56))

# Equal levels: two stable solutions and an unstable one between them
low, high = loop(1.0, level_d=LEVEL_P)[-1], loop(2.0, level_d=LEVEL_P)[-1]
ct_low = U / 2 - U * (low - 1)
assert abs(splitting(ct_low) - U / 2) < 1e-9
assert abs(low + high - 3) < 1e-9 and high - low > 0.1
assert abs(ground(3, v_fll(1.5), level_d=LEVEL_P)[1] - 1.5) < 1e-11
assert abs(loop(1.501, level_d=LEVEL_P)[-1] - high) < 1e-9
assert abs(loop(1.499, level_d=LEVEL_P)[-1] - low) < 1e-9

print(f"U = {U:.1f} eV, hopping t = {HOP:.1f} eV")
print(f"level_d - level_p = {LEVEL_D - LEVEL_P:.1f} eV")
for name, v, ct, n, gap in (("nominal", v_nom, ct_nom, n_nom, gap_nom),
                            ("self-consistent", v_sc, ct_sc, n_sc, gap_sc)):
    print(f"--- {name} FLL ---")
    print(f"double-counting potential V = {v:.4f} eV")
    print(f"charge-transfer energy = {ct:.4f} eV")
    print(f"splitting R = {splitting(ct):.4f} eV")
    print(f"d occupancy, 3 electrons = {n:.5f}")
    print(f"d occupancy, 2 electrons = {ground(2, v)[1]:.5f}")
    print(f"d occupancy, 4 electrons = {ground(4, v)[1]:.5f}")
    print(f"pair energy e = {pair_energy(ct):.4f} eV")
    print(f"gap = {gap:.4f} eV")
    print(f"d(gap)/dV = {gap_slope_ed(v):.4f} (dimensionless)")
    print(f"feedback U*chi = {U * response(ct):.4f} (dimensionless)")
print("--- self-consistent minus nominal ---")
print(f"change of V = {v_sc - v_nom:.4f} eV")
print(f"change of charge-transfer energy = {ct_sc - ct_nom:.4f} eV")
print(f"change of d occupancy = {n_sc - n_nom:.5f}")
print(f"change of gap = {gap_sc - gap_nom:.4f} eV")
print(f"change of gap = {(gap_sc - gap_nom) / HARTREE_EV:.5f} hartree")
print(f"integral of d(gap)/dV = {integral:.4f} eV")
print(f"linear estimate of self-consistent N - 1 = {linear:.5f}")
print("loop occupancies:", ", ".join(f"{n:.5f}" for n in history[:6]))
print(f"measured loop error ratio = {ratio:.4f}")
print(f"small-t gap, nominal = {ct_nom - 2*HOP**2/(U - ct_nom):.4f} eV")
print("--- several solutions ---")
print(f"4t = {4 * HOP:.2f} eV")
print(f"window of nominal ct: {edges[0]:.4f} to {edges[1]:.4f} eV")
print(f"window of level_d - level_p: {edges[0] - U/2:.4f} to "
      f"{edges[1] - U/2:.4f} eV")
print(f"equal levels, start N=1: N = {low:.5f}, ct = {ct_low:.4f} eV")
print(f"equal levels, start N=2: N = {high:.5f}, "
      f"ct = {U/2 - U*(high - 1):.4f} eV")
print(f"U*chi at outer roots = {U * response(ct_low):.4f}")
print(f"U*chi at middle root N=3/2 = {U * response(0.0):.4f}")
print("done: every assertion held")
```

Running it gives:

```
U = 8.0 eV, hopping t = 1.2 eV
level_d - level_p = 1.0 eV
--- nominal FLL ---
double-counting potential V = 4.0000 eV
charge-transfer energy = 5.0000 eV
splitting R = 5.5462 eV
d occupancy, 3 electrons = 1.04924
d occupancy, 2 electrons = 0.92713
d occupancy, 4 electrons = 2.00000
pair energy e = -1.1599 eV
gap = 4.3863 eV
d(gap)/dV = -0.8287 (dimensionless)
feedback U*chi = 0.1351 (dimensionless)
--- self-consistent FLL ---
double-counting potential V = 4.4645 eV
charge-transfer energy = 4.5355 eV
splitting R = 5.1314 eV
d occupancy, 3 electrons = 1.05806
d occupancy, 2 electrons = 0.96199
d occupancy, 4 electrons = 2.00000
pair energy e = -1.1342 eV
gap = 3.9972 eV
d(gap)/dV = -0.8459 (dimensionless)
feedback U*chi = 0.1705 (dimensionless)
--- self-consistent minus nominal ---
change of V = 0.4645 eV
change of charge-transfer energy = -0.4645 eV
change of d occupancy = 0.00882
change of gap = -0.3891 eV
change of gap = -0.01430 hartree
integral of d(gap)/dV = -0.3891 eV
linear estimate of self-consistent N - 1 = 0.05693
loop occupancies: 1.00000, 1.04924, 1.05658, 1.05781, 1.05802, 1.05805
measured loop error ratio = 0.1705
small-t gap, nominal = 4.0400 eV
--- several solutions ---
4t = 4.80 eV
window of nominal ct: 3.3798 to 4.6202 eV
window of level_d - level_p: -0.6202 to 0.6202 eV
equal levels, start N=1: N = 1.10000, ct = 3.2000 eV
equal levels, start N=2: N = 1.90000, ct = -3.2000 eV
U*chi at outer roots = 0.3600
U*chi at middle root N=3/2 = 1.6667
done: every assertion held
```
